# When (111) Facets Appear on a Cubic Crystal: The √3 Limit, part 1

(Sections cited here and not found follow in the second part.)

## 1. The threshold and the equilibrium shape

In a model of a magnesium oxide nanocube of edge 400 Å in water vapour at 523 K and 1 Torr, a (111) surface costs 0.111 eV/Å$^2$ and a (100) surface costs 0.070 eV/Å$^2$. Although the (111) surface is 58 % dearer, the crystal of lowest surface energy with only these two kinds of facet has a (111) triangle, 72 Å on a side, at each of its eight corners. At 0.001 Torr the (111) cost rises to 0.131 eV/Å$^2$ and the triangles are gone. The limit between the two cases is not equality of the two surface energies. It lies at a ratio of $\sqrt3$, and the reason is geometrical: a small (111) triangle replaces a (100) area $\sqrt3$ times as large.

### Setting and conventions

A crystal is a solid polyhedron $K$ of volume $V$. A facet with outward unit normal $n$ and area $A$ costs $\gamma(n)A$, where $\gamma(n)>0$ is the surface free energy per area. The total is

$$E(K)=\sum_f\gamma(n_f)A_f .$$

The equilibrium shape minimises $E$ at fixed $V$, with temperature and vapour held fixed. Edges and corners carry no energy of their own, the crystal is unstrained, and it touches no substrate. Edge energy is added in the second half.

All six {100} facets have the same energy $\gamma_{100}$, and all eight {111} facets have the same energy $\gamma_{111}$. The second condition needs care. In a crystal without inversion symmetry, opposite (111) faces can differ, and a single $\gamma_{111}$ would then be wrong. Put

$$r=\frac{\gamma_{111}}{\gamma_{100}} .$$

Algebra is in atomic units, so $\hbar=1$, and $T$ stands for $k_BT$. Numbers are in eV and Å.

### Theorem

**(a) Necessity.** If $r\ge\sqrt3$, a polyhedron with a (111) facet cannot have the lowest energy at its volume, whatever other orientations it shows.

**(b) Sufficiency.** If $r<\sqrt3$, a polyhedron bounded by {100} facets alone cannot have the lowest energy at its volume.

**(c) Shape.** Let a finite set of orientations be allowed, such that the body

$$W=\{x:\ n\cdot x\le\gamma(n)\ \text{for every allowed } n\}$$

is bounded. Among convex polyhedra with allowed facets, the minimiser at fixed volume is $W$, scaled to that volume, and it is unique up to translation.

Part (c) is Wulff's construction: the distance of a facet plane from the centre is proportional to its surface energy. Parts (a) and (b) show locally why the number $\sqrt3$ appears.

### Lemma 1: the energy of a corner

Take a cube corner and cut it by a (111) plane that meets the three edges at distance $s$ from the corner. Each of the three cube faces loses a right triangle of area $s^2/2$. The new facet is an equilateral triangle of side $\sqrt2\,s$, with area

$$\frac{\sqrt3}{4}(\sqrt2\,s)^2=\frac{\sqrt3}{2}s^2 .$$

The energy therefore changes by

$$\Delta E=\frac{\sqrt3}{2}\gamma_{111}s^2-\frac32\gamma_{100}s^2
=\frac{\sqrt3}{2}\left(\gamma_{111}-\sqrt3\,\gamma_{100}\right)s^2. \tag{1}$$

The removed tetrahedron has base area $s^2/2$ and height $s$, so the lost volume is

$$\Delta V=\frac13\cdot\frac{s^2}{2}\cdot s=\frac{s^3}{6}. \tag{2}$$

The energy change is of second order in $s$ and the volume change is of third order. For a small cut, the sign of the bracket in (1) decides.

### Proof of (a)

Suppose $r\ge\sqrt3$ and $K$ has a (111) facet. Inside this facet choose a small equilateral triangle of side $\sqrt2\,s$, oriented like the base of a cube corner, and glue onto it the tetrahedron of Lemma 1. This reverses the cut. By (1), the energy changes by

$$\frac{\sqrt3}{2}\left(\sqrt3\,\gamma_{100}-\gamma_{111}\right)s^2\le0,$$

and by (2) the volume grows by $s^3/6$. Now shrink the whole body uniformly to its old volume. Areas shrink with the square of a scale factor below one, so the energy falls strictly. The result has the old volume and less energy, hence $K$ was not a minimiser. The argument uses nothing about the other facets, and it includes the case $r=\sqrt3$. $\square$

### Proof of (b)

Suppose $r<\sqrt3$ and all facets of $K$ are {100}. Let $v$ be a point of $K$ at which $x+y+z$ is largest. Near $v$ the body is a union of octants with apex $v$, because all its faces are parallel to the coordinate planes. An octant that extends in the positive direction of any axis contains points with a larger $x+y+z$. The only octant left is the one that extends in the three negative directions, so $v$ is an ordinary cube corner.

Cut it at leg $s$ and write $\beta=\frac{\sqrt3}{2}(\sqrt3\gamma_{100}-\gamma_{111})>0$. The energy becomes $E-\beta s^2$ and the volume $V-s^3/6$. Enlarging the body to the old volume multiplies areas by

$$\left(1-\frac{s^3}{6V}\right)^{-2/3}=1+\frac{s^3}{9V}+O(s^6),$$

since $\frac23\cdot\frac16=\frac19$. The net change is

$$E'-E=-\beta s^2+\frac{E}{9V}s^3+O(s^5), \tag{3}$$

which is negative for small enough $s$. $\square$

For $1<r<\sqrt3$ the (111) plane is dearer per area, and it pays only because it takes a short cut across three mutually perpendicular faces. Because the argument is local, it also holds for a free corner of a crystal that rests on a substrate, provided the cut stays clear of the contact.

### Lemma 2: a bound for convex shapes

Let $V_K$ and $V_W$ be the volumes of a convex $K$ with allowed facets and of $W$. Then

$$E(K)\ge3\,V_K^{2/3}V_W^{1/3}. \tag{4}$$

*Proof.* We build a map $T=(T_1,T_2,T_3)$ from $K$ to $W$ by matching fractions of volume. Choose $T_1(x_1)$ so that the fraction of $W$ with first coordinate below $T_1$ equals the fraction of $K$ with first coordinate below $x_1$. Within the matching slices choose $T_2(x_1,x_2)$ by equal fractions of area, and on the matching lines choose $T_3$ by equal fractions of length. Let $S$ be the slice area and $L$ the line length, each taken at corresponding places. Differentiating the three equalities gives

$$\frac{S_K}{V_K}=\frac{S_W}{V_W}\partial_1T_1,\qquad
\frac{L_K}{S_K}=\frac{L_W}{S_W}\partial_2T_2,\qquad
\frac1{L_K}=\frac1{L_W}\partial_3T_3 .$$

The three derivatives are positive. Multiplying the equations cancels $S$ and $L$:

$$\partial_1T_1\,\partial_2T_2\,\partial_3T_3=\frac{V_W}{V_K}.$$

The arithmetic mean of positive numbers is at least their geometric mean, so

$$\nabla\cdot T\ge3\left(\frac{V_W}{V_K}\right)^{1/3}. \tag{5}$$

Inside convex bodies $S$ and $L$ vary continuously with bounded slopes, and so does $T$ away from the boundary. The divergence theorem therefore applies to a copy $K_t$ of $K$, shrunk by a factor $t<1$ about an inner point. Its facets have the same normals, and $T$ takes values in $W$, so $T\cdot n\le\gamma(n)$ on them. Hence

$$\int_{K_t}\nabla\cdot T\,dV=\int_{\partial K_t}T\cdot n\,dA\le t^2E(K).$$

Letting $t\to1$ and using (5) gives $E(K)\ge3V_K(V_W/V_K)^{1/3}$, which is (4). $\square$

### Proof of (c)

Each facet of $W$ lies at distance $\gamma(n)$ from the origin, so the pyramid from the origin to this facet has volume $\gamma A/3$. Summing over facets gives $E(W)=3V_W$. Scaled to volume $V_K$, the body $W$ has energy $3V_W(V_K/V_W)^{2/3}$, which equals the bound (4). So $W$ is a minimiser.

For uniqueness, let $K$ reach the bound. Then (5) is an equality almost everywhere, and the three derivatives are equal. In particular $\partial_1T_1=c$ with $c=(V_W/V_K)^{1/3}$, so $T_1=cx_1+d$. The volume of $W$ is thus distributed along the first axis like that of $cK$, shifted by $d$. Translate $K$ so that the centroids of $cK$ and $W$ coincide; then $d=0$. The first axis may point in any direction, so $cK$ and $W$ extend equally far in every direction. Convex bodies with this property are equal. $\square$

For $r\ge\sqrt3$ with {100} and {111} allowed, $W$ is a cube, and with half-edge $\gamma_{100}$ it has $V_W=8\gamma_{100}^3$. The bound becomes $E\ge6\gamma_{100}V^{2/3}$. As a numerical test, 200 irregular bodies were built from the fourteen planes with random distances, at $r=\sqrt3$. The lowest value of $E/(\gamma_{100}V^{2/3})$ among them was 6.035, above the cube's 6.

### The shapes in between

Allow {100} and {111} only. Let $a$ be the distance of the (100) planes. The cutting plane of Lemma 1 is $x+y+z=3a-s$, at distance $(3a-s)/\sqrt3$. Part (c) requires this distance to be $ra$, hence

$$\frac sa=\kappa,\qquad \kappa=3-\sqrt3\,r. \tag{6}$$

A positive cut needs $r<\sqrt3$. Neighbouring cuts meet when $s=a$, at $r=2/\sqrt3=1.155$. Between these limits the crystal is a truncated cube. Each of six faces loses four triangles, and eight new triangles appear:

$$A_{100}=24a^2-12s^2,\qquad A_{111}=4\sqrt3\,s^2. \tag{7}$$

For smaller $r$ it is easier to start from the octahedron $|x|+|y|+|z|\le b$, whose planes lie at distance $b/\sqrt3=ra$, so $b=\sqrt3\,ra$. The (100) planes cut its six vertices to a depth $u=b-a$. Each cut leaves a square $|y|+|z|\le u$ of area $2u^2$. It removes four triangles of side $\sqrt2\,u$, with total area $2\sqrt3\,u^2$. The whole octahedron has area $8\cdot\frac{\sqrt3}{2}b^2$. Hence

$$A_{100}=12u^2,\qquad A_{111}=4\sqrt3\,b^2-12\sqrt3\,u^2. \tag{8}$$

This truncated octahedron exists while $u>0$, that is for $r>1/\sqrt3=0.577$. Below that value the (100) facets are gone. The share of (111) in the total area is

| $r$ | shape | (111) share |
|---|---|---|
| 0.7 | truncated octahedron | 94.5 % |
| 1.0 | truncated octahedron | 60.0 % |
| 1.3 | truncated cube | 18.3 % |
| 1.6 | truncated cube | 1.5 % |
| 1.8 | cube | 0 |

The facets come in gently. Near the limit the share is $4\sqrt3\kappa^2/24$ to leading order, quadratic in the distance from the threshold.

### The path from the cube

It remains to see whether the cube must cross an energy barrier to reach the truncated shape. Let all eight corners be cut equally, with $q=s/a\le1$ free. From (7) and (2),

$$E=\gamma_{100}a^2(24-12q^2+4\sqrt3\,rq^2)=4\gamma_{100}a^2(6-\kappa q^2),$$

$$V=8a^3-\frac{8s^3}{6}=\frac43a^3(6-q^3).$$

At fixed volume $E$ is proportional to $E/V^{2/3}$, from which $a$ drops out. Its logarithmic derivative is

$$\frac{d}{dq}\ln\frac{E}{V^{2/3}}=-\frac{2\kappa q}{6-\kappa q^2}+\frac{2q^2}{6-q^3}
=\frac{2q\left[-6\kappa+\kappa q^3+6q-\kappa q^3\right]}{(6-\kappa q^2)(6-q^3)}.$$

The cubic terms cancel:

$$\frac{d}{dq}\ln\frac{E}{V^{2/3}}=\frac{12q(q-\kappa)}{(6-\kappa q^2)(6-q^3)}. \tag{9}$$

Both factors in the denominator are positive, since $\kappa<3$ and $q\le1$. For $0<\kappa<1$ the energy falls steadily until $q=\kappa$ and rises afterwards. Without edge energy, then, this path has no barrier, as long as the faces may move outward by any amount. A crystal built of atomic layers does not allow that, and the second half returns to this limit. For $\kappa\le0$ the energy rises from the start.

## 2. Competing facets, water vapour and a nanocube

The symbols carried over are these. The surface energies are $\gamma_{100}$ and $\gamma_{111}$, with ratio $r$. The (100) planes lie at distance $a$ from the centre, and $s$ is the leg of a corner cut. At equilibrium $s=\kappa a$ with $\kappa=3-\sqrt3\,r$, as long as $0<\kappa<1$. One cut changes the surface energy by $\frac{\sqrt3}{2}(\gamma_{111}-\sqrt3\gamma_{100})s^2$ and removes the volume $s^3/6$. The equilibrium shape is the body $W$, whose facet planes lie at distances proportional to their surface energies.

### Corollary: competition with (110)

Allow the twelve {110} facets as well, with energy $\gamma_{110}$. Then $W$ has (111) facets if and only if

$$\gamma_{111}<\min\left(\sqrt3\,\gamma_{100},\ \sqrt{\tfrac32}\,\gamma_{110}\right). \tag{10}$$

*Proof.* Take the point $P$ at distance $\gamma_{111}$ from the centre along [111]. Its coordinates are all $\gamma_{111}/\sqrt3$. It lies strictly inside the (100) planes if $\gamma_{111}/\sqrt3<\gamma_{100}$. The normal $(1,1,0)/\sqrt2$ has the scalar product $2/\sqrt6=\sqrt{2/3}$ with the [111] direction, so $P$ lies strictly inside the (110) planes if $\sqrt{2/3}\,\gamma_{111}<\gamma_{110}$. These are the two conditions in (10). The normals of the other {111} planes have scalar products $\pm\frac13$ or $-1$ with [111], so $P$ lies inside those planes in any case. If (10) holds, a small disc around $P$ in the (111) plane belongs to $W$, and the facet has positive area.

Conversely, every point of $W$ satisfies $x+y+z\le3\gamma_{100}$. Adding the three inequalities of the type $x+y\le\sqrt2\,\gamma_{110}$ gives also $x+y+z\le\frac{3}{\sqrt2}\gamma_{110}$. Divided by $\sqrt3$, these say that $W$ reaches no farther along [111] than the right side of (10). If $\gamma_{111}$ is larger, the (111) plane misses the body. If it is equal, a point of $W$ on the plane must satisfy three inequalities as equalities: those of the type $x\le\gamma_{100}$ when the minimum is $\sqrt3\,\gamma_{100}$, and those of the type $x+y\le\sqrt2\,\gamma_{110}$ when it is $\sqrt{3/2}\,\gamma_{110}$. Either set leaves at most a single point, with $x=y=z$, and so no facet. $\square$

The $\sqrt3$ limit is thus necessary in every case but sufficient only when (110) is dear enough. The second limit takes over when $\gamma_{110}<\sqrt2\,\gamma_{100}$. As long as cube edges remain, that is for $r>2/\sqrt3$, this is also where (110) facets begin to bevel them. A bevel with leg $t$ replaces a width $2t$ of (100) by a width $\sqrt2\,t$ of (110), and it removes a volume of only second order in $t$.

Without edge energy, the equilibrium crystal has (111) facets only if $\gamma_{111}<\sqrt3\,\gamma_{100}$, and when {110} facets are also allowed it must satisfy $\gamma_{111}<\sqrt{3/2}\,\gamma_{110}$ as well. It remains to find how water vapour changes $\gamma_{111}$, to work out the nanocube, and to see what edge energy and other effects do to the result.

Numerical values quoted here were computed with a short program.
